# Chern Number Modulo n from Rotation Eigenvalues at Invariant Momenta: a program that tests the result

```python
"""Chern number modulo n from rotation eigenvalues (n = 2, 3, 4, 6).

Result under test, for the N lowest bands of a gapped C_n-symmetric crystal:
  n=4: i^C           = prod (-1)^F xi(Gamma) xi(M) zeta(X)
  n=3: exp(2 pi i C/3) = prod (-1)^F theta(Gamma) theta(K) theta(K')
  n=6: exp(i pi C/3)   = prod (-1)^F eta(Gamma) zeta(M) theta(K)
  n=2: (-1)^C        = prod zeta(Gamma) zeta(X) zeta(Y) zeta(M)
C = (1/2pi) int (dx Ay - dy Ax), A = i Tr<u|grad u>.
r: counterclockwise rotation by 2pi/n acting on cell-periodic states,
r^n = (-1)^F.  tau: orbital positions.  u(k+G) = exp(-i G.tau) u(k).
Two-band model: h = d.sigma, energies in units of the nearest-neighbour
scale, lattice constant 1.
"""
import numpy as np
from numpy.linalg import eigh, det, matrix_power

PI = np.pi


def dagger(x):
    return np.conj(np.swapaxes(x, -1, -2))


def rotation(n):
    c, s = np.cos(2*PI/n), np.sin(2*PI/n)
    return np.array([[c, -s], [s, c]])


def lattice(n):
    """Rows: direct vectors a and reciprocal vectors b."""
    if n == 4:
        a = np.eye(2)
    elif n == 2:
        a = np.array([[1.0, 0.0], [0.3, 1.2]])
    else:
        a = np.array([[1.0, 0.0], [-0.5, np.sqrt(3)/2]])
    return a, 2*PI*np.linalg.inv(a).T


def invariant_points(n, b):
    """List of (momentum, order of the rotation that fixes it)."""
    zero = np.zeros(2)
    if n == 2:
        return [(zero, 2), (b[0]/2, 2), (b[1]/2, 2), ((b[0]+b[1])/2, 2)]
    if n == 4:
        return [(zero, 4), ((b[0]+b[1])/2, 4), (b[0]/2, 2)]
    if n == 3:
        return [(zero, 3), ((b[0]+b[1])/3, 3), ((2*b[1]-b[0])/3, 3)]
    return [(zero, 6), (b[0]/2, 2), ((b[0]+b[1])/3, 3)]


def wedge_corners(n, b):
    """Counterclockwise corners of a region holding 1/n of the zone."""
    if n == 2:
        return [-b[1]/2, (b[0]-b[1])/2, (b[0]+b[1])/2, b[1]/2]
    if n == 4:
        first, second = b[0]/2, (b[0]+b[1])/2
    elif n == 3:
        first, second = (b[0]+b[1])/3, (2*b[1]-b[0])/3
    else:
        first, second = b[0]/2, (b[0]+b[1])/3
    return [np.zeros(2), first, second, rotation(n) @ first]


def mesh_states(h, b, size):
    s = np.arange(size)/size
    k = s[:, None, None]*b[0] + s[None, :, None]*b[1]
    e, u = eigh(h(k.reshape(-1, 2)))
    nb = e.shape[1]
    return e, u.reshape(size, size, nb, nb)


def chern_links(u, filled, b, tau):
    """Chern number from plaquette phases; also the largest phase."""
    f = u[..., :filled]
    f1 = np.roll(f, -1, axis=0)
    f1[-1] = f1[-1]*np.exp(-1j*tau @ b[0])[:, None]
    f2 = np.roll(f, -1, axis=1)
    f2[:, -1] = f2[:, -1]*np.exp(-1j*tau @ b[1])[:, None]
    l1, l2 = det(dagger(f) @ f1), det(dagger(f) @ f2)
    flux = -np.angle(l1*np.roll(l2, -1, axis=0)
                     * np.conj(np.roll(l1, -1, axis=1)*l2))
    return int(round(flux.sum()/(2*PI))), np.abs(flux).max()


def boundary_transport(h, corners, filled, steps=24):
    """det of parallel transport around a closed polygon."""
    s = np.arange(steps)[:, None]/steps
    k = np.concatenate([p + s*(q-p) for p, q in
                        zip(corners, corners[1:]+corners[:1])])
    f = eigh(h(k))[1][..., :filled]
    links = det(dagger(f) @ np.roll(f, -1, axis=0))
    return np.conj(np.prod(links/np.abs(links)))


def rotation_det(h, q, order, n, r, tau, filled):
    """Product of occupied rotation eigenvalues at invariant momentum q."""
    power = n//order
    g = q - matrix_power(rotation(n), power) @ q
    cells = lattice(n)[0] @ g/(2*PI)
    assert np.allclose(cells, np.round(cells), atol=1e-10)
    s = np.exp(-1j*tau @ g)[:, None]*matrix_power(r, power)
    f = eigh(h(q[None, :]))[1][0][:, :filled]
    value = det(dagger(f) @ s @ f)
    assert abs(abs(value)-1) < 1e-8
    return value


# ---------- random multiband models for the general formulas ----------
def random_model(n, spin, rng):
    rot, a = rotation(n), lattice(n)[0]
    start = rng.uniform(-0.4, 0.4, 2)
    tau = np.array([matrix_power(rot, j) @ start for j in range(n)]
                   + [np.zeros(2)]*2)
    nb = n+2
    r = np.zeros((nb, nb), complex)
    for j in range(n):
        r[(j+1) % n, j] = 1
    for j in (n, n+1):
        r[j, j] = np.exp(2j*PI*rng.integers(n)/n)
    r *= np.exp(1j*PI*spin/n)
    cells = np.array([i*a[0]+j*a[1] for i in (-1, 0, 1) for j in (-1, 0, 1)])
    hop = rng.normal(size=(9, nb, nb)) + 1j*rng.normal(size=(9, nb, nb))
    hop *= np.where(np.arange(9) == 4, 1.0, 0.5)[:, None, None]

    def raw(k):
        x = (np.exp(-1j*k @ cells.T) @ hop.reshape(9, -1)).reshape(-1, nb, nb)
        p = np.exp(-1j*k @ tau.T)
        x = p[:, :, None]*x*np.conj(p)[:, None, :]
        return x + dagger(x)

    def h(k):
        total = 0
        for j in range(n):
            rj = matrix_power(r, j)
            total = total + dagger(rj) @ raw(k @ matrix_power(rot, j).T) @ rj
        return total/np.sqrt(n)
    return h, tau, r


rng = np.random.default_rng(7)
summary = []
for n in (2, 3, 4, 6):
    b = lattice(n)[1]
    found = []
    for spin in (0, 1):
        for sample in range(10):
            h, tau, r = random_model(n, spin, rng)
            e, u = mesh_states(h, b, 36)
            for filled in range(1, n+2):
                gap = (e[:, filled]-e[:, filled-1]).min()
                c, largest = chern_links(u, filled, b, tau)
                # a plaquette phase near pi means the mesh cannot resolve C
                if gap < 1e-3 or largest > 1.2:
                    continue
                product = 1 if n == 2 else (-1)**(spin*filled)
                for q, order in invariant_points(n, b):
                    product = product*rotation_det(h, q, order, n, r, tau,
                                                   filled)
                target = np.exp(2j*PI*c/n)
                loop = boundary_transport(h, wedge_corners(n, b), filled)
                assert abs(product-target) < 1e-7
                assert abs(loop-target) < 1e-7
                found.append(c)
    nontrivial = sum(c % n != 0 for c in found)
    assert nontrivial >= 3
    summary.append((n, len(found), nontrivial, min(found), max(found)))


# ---------- two-band square-lattice model ----------
def d_vector(k, lam, m, t, shift=0.0):
    x, y = k[..., 0], k[..., 1]
    return np.stack([np.sin(x)+lam*np.sin(2*x)+shift,
                     np.sin(y)+lam*np.sin(2*y),
                     m+np.cos(x)+np.cos(y)+t*np.cos(x)*np.cos(y)], axis=-1)


def two_band(lam, m, t, shift=0.0):
    def h(k):
        d = d_vector(k, lam, m, t, shift)
        off = d[..., 0]-1j*d[..., 1]
        return np.stack([np.stack([d[..., 2]+0j, off], -1),
                         np.stack([np.conj(off), -d[..., 2]+0j], -1)], -2)
    return h


def curvature(k, lam, m, t, shift=0.0):
    """Lower-band Berry curvature, half the solid-angle density of d."""
    x, y = k[..., 0], k[..., 1]
    d = d_vector(k, lam, m, t, shift)
    zero = np.zeros_like(x)
    dx = np.stack([np.cos(x)+2*lam*np.cos(2*x), zero,
                   -np.sin(x)*(1+t*np.cos(y))], -1)
    dy = np.stack([zero, np.cos(y)+2*lam*np.cos(2*y),
                   -np.sin(y)*(1+t*np.cos(x))], -1)
    return 0.5*np.sum(d*np.cross(dx, dy), -1)/np.sum(d*d, -1)**1.5


def square_grid(x):
    return np.stack(np.meshgrid(x, x, indexing='ij'), -1)


full_grid = square_grid(2*PI*np.arange(400)/400)
nodes, weights = np.polynomial.legendre.leggauss(200)
quarter_grid = square_grid(PI*(nodes+1)/2)
quarter_weights = np.outer(weights, weights)*(PI/2)**2


def full_flux(*p):
    return curvature(full_grid, *p).sum()*(2*PI/400)**2


def quarter_flux(*p):
    return np.sum(quarter_weights*curvature(quarter_grid, *p))


def root_name(z):
    """Name of a fourth root of unity."""
    j = int(round(np.angle(z)/(PI/2))) % 4
    assert abs(z-1j**j) < 1e-7
    return ('+1', '+i', '-1', '-i')[j]


b4 = lattice(4)[1]
r2, tau2 = np.diag([1, 1j]), np.zeros((2, 2))
test_k = rng.uniform(-PI, PI, (50, 2))
print("Two-band model, energies in nearest-neighbour units")
print("lambda     m     t  min gap  xi(G) xi(M) zeta(X) product  C  C(integral)")
results = {}
for p in [(0, 3, 0), (0, 1, 0), (0, -1, 0), (0, 0, 3), (0, 0, -3),
          (1, 1.75, 0), (1, 1.25, 0), (1, -0.25, 0)]:
    h = two_band(*p)
    assert np.allclose(h(test_k @ rotation(4).T), r2 @ h(test_k) @ dagger(r2))
    c, largest = chern_links(mesh_states(h, b4, 96)[1], 1, b4, tau2)
    c_integral = full_flux(*p)/(2*PI)
    assert abs(c-c_integral) < 1e-6
    assert abs(quarter_flux(*p)-PI*c/2) < 1e-5
    values = [rotation_det(h, q, order, 4, r2, tau2, 1)
              for q, order in invariant_points(4, b4)]
    product = np.prod(values)
    assert abs(product-1j**(c % 4)) < 1e-7
    loop = boundary_transport(h, wedge_corners(4, b4), 1)
    assert abs(loop-product) < 1e-7
    gap = 2*np.linalg.norm(d_vector(full_grid, *p), axis=-1).min()
    names = [root_name(v) for v in values]
    results[p] = (c, names)
    print(f"{p[0]:6.2f} {p[1]:5.2f} {p[2]:5.2f} {gap:8.4f}  {names[0]:>5} "
          f"{names[1]:>5} {names[2]:>7} {root_name(product):>7} {c:2d} "
          f"{c_integral:10.6f}")

main = (0, 1, 0)
print("Main example: lambda = %g, m = %g, t = %g" % main)
for name, (q, order) in zip(("Gamma", "M", "X"), invariant_points(4, b4)):
    dz = d_vector(q, *main)[2]
    lower = eigh(two_band(*main)(q[None, :]))[0][0, 0]
    print(f"  {name}: d_z = {dz:.4f}, lower-band energy = {lower:.4f}")
q_main = quarter_flux(*main)
loop = boundary_transport(two_band(*main), wedge_corners(4, b4), 1)
print(f"  quarter-zone flux = {q_main:.6f} rad = {q_main/(2*PI):.6f} x 2pi")
print(f"  boundary transport factor = {root_name(loop)}")

# same eigenvalues at all invariant points, Chern numbers differing by four
before, after = results[(1, 1.75, 0)], results[(1, 1.25, 0)]
assert before[1] == after[1] and after[0]-before[0] == 4
critical = (1, 1.5, 0)
mesh120 = square_grid(2*PI*np.arange(120)/120)
size = np.linalg.norm(d_vector(mesh120, *critical), axis=-1)
closings = mesh120[size < 1e-9]
assert len(closings) == 4
print(f"Between m = 1.75 (C = {before[0]}) and m = 1.25 (C = {after[0]}), "
      "lambda = 1, t = 0:")
print(f"  gap closings at m = {critical[1]}: {len(closings)} momenta (kx/pi, ky/pi)")
print("  " + ", ".join(f"({x/PI:.4f}, {y/PI:.4f})" for x, y in closings))

# a constant added to d_x breaks C4 but keeps the gap
broken = main + (0.4,)
h = two_band(*broken)
assert not np.allclose(h(test_k @ rotation(4).T), r2 @ h(test_k) @ dagger(r2))
c_broken = full_flux(*broken)/(2*PI)
q_broken = quarter_flux(*broken)/(2*PI)
gap = 2*np.linalg.norm(d_vector(full_grid, *broken), axis=-1).min()
assert abs(c_broken-round(c_broken)) < 1e-6
assert abs(q_broken-c_broken/4) > 0.02
print(f"C4 broken by adding {broken[3]} to d_x of the main example:")
print(f"  min gap = {gap:.4f}, C = {c_broken:.6f}, "
      f"quarter-zone flux = {q_broken:.6f} x 2pi")

print("Random multiband models, spinless and spin one-half together:")
for n, count, nontrivial, low, high in summary:
    print(f"  n = {n}: {count} gapped fillings tested, {nontrivial} with C mod n "
          f"nonzero, C from {low} to {high}")
print("done: every assertion held")
```

Output:

```
Two-band model, energies in nearest-neighbour units
lambda     m     t  min gap  xi(G) xi(M) zeta(X) product  C  C(integral)
  0.00  3.00  0.00   2.0000     +i    +i      -1      +1  0  -0.000000
  0.00  1.00  0.00   2.0000     +i    +1      -1      -i -1  -1.000000
  0.00 -1.00  0.00   2.0000     +i    +1      +1      +i  1   1.000000
  0.00  0.00  3.00   1.6331     +i    +i      +1      -1  2   2.000000
  0.00  0.00 -3.00   1.6331     +1    +1      -1      -1 -2  -2.000000
  1.00  1.75  0.00   0.4275     +i    +1      -1      -i -1  -1.000000
  1.00  1.25  0.00   0.3822     +i    +1      -1      -i  3   3.000000
  1.00 -0.25  0.00   0.4275     +i    +1      +1      +i -3  -3.000000
Main example: lambda = 0, m = 1, t = 0
  Gamma: d_z = 3.0000, lower-band energy = -3.0000
  M: d_z = -1.0000, lower-band energy = -1.0000
  X: d_z = 1.0000, lower-band energy = -1.0000
  quarter-zone flux = -1.570796 rad = -0.250000 x 2pi
  boundary transport factor = -i
Between m = 1.75 (C = -1) and m = 1.25 (C = 3), lambda = 1, t = 0:
  gap closings at m = 1.5: 4 momenta (kx/pi, ky/pi)
  (0.6667, 1.0000), (1.0000, 0.6667), (1.0000, 1.3333), (1.3333, 1.0000)
C4 broken by adding 0.4 to d_x of the main example:
  min gap = 1.2000, C = -1.000000, quarter-zone flux = -0.149357 x 2pi
Random multiband models, spinless and spin one-half together:
  n = 2: 46 gapped fillings tested, 11 with C mod n nonzero, C from -2 to 2
  n = 3: 49 gapped fillings tested, 27 with C mod n nonzero, C from -6 to 5
  n = 4: 70 gapped fillings tested, 41 with C mod n nonzero, C from -6 to 8
  n = 6: 89 gapped fillings tested, 63 with C mod n nonzero, C from -6 to 8
done: every assertion held
```
